# Why reversing a tapered blind hole changes its ALD exposure: verification in Python

```python
"""Exposure needed to coat a long blind conical hole, diffusion-limited.

Result under test: with diameter running linearly from a (mouth) to b (end)
over depth L, the arrivals per adsorption site at the mouth needed for full
coverage are
    N(a,b) = 3 L^2 / (2 (b-a)^2) * ((r^2-1)/2 - ln r),   r = b/a,
so that N(50,100)/N(100,50) is about 2.5.
N = J t / K: J reservoir wall flux, t time, K sites per area.
Lengths are in nm. theta is coverage, s0 the sticking on a bare wall.
The independent road is ballistic transport between rings of the wall,
with diffuse re-emission and no diffusion coefficient.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def cone_exposure(mouth, end, depth):
    r = end / mouth
    return 1.5 * (depth / (end - mouth))**2 * ((r*r - 1)/2 - np.log(r))


def resistance(mouth, end, depth, x):
    """Knudsen resistance from mouth to x, per unit reservoir flux."""
    return 3/np.pi * quad(
        lambda z: (mouth + (end-mouth)*z/depth)**-3, 0, x)[0]


def front_exposure(mouth, end, depth, x_front):
    """Site balance of the moving front, by nested quadrature."""
    def integrand(x):
        diameter = mouth + (end-mouth)*x/depth
        return np.pi * diameter * resistance(mouth, end, depth, x)
    return quad(integrand, 0, x_front)[0]


def eliminate(matrix):
    """Triangular factors; diagonal dominance makes pivoting needless."""
    work = matrix.copy()
    for k in range(len(work)-1):
        work[k+1:, k] /= work[k, k]
        work[k+1:, k+1:] -= work[k+1:, k, None]*work[None, k, k+1:]
    return work


def substitute(factors, right_side):
    x = right_side.copy()
    n = len(x)
    for k in range(1, n):
        x[k] -= np.sum(factors[k, :k]*x[:k])
    for k in range(n-1, -1, -1):
        x[k] = (x[k]-np.sum(factors[k, k+1:]*x[k+1:]))/factors[k, k]
    return x


def ballistic_geometry(mouth, end, depth, mesh=0.15):
    """Exchange areas between wall rings, bottom disc (last) and mouth."""
    n = int(np.ceil(depth*abs(np.log(end/mouth))/(mesh*abs(end-mouth))))
    d = mouth * (end/mouth)**(np.arange(n+1)/n)
    z = (d-mouth)/(end-mouth)*depth
    r = d/2
    gap2 = (z[:, None]-z[None, :])**2
    r1, r2 = r[:, None], r[None, :]
    root = np.sqrt((gap2+(r1-r2)**2)*(gap2+(r1+r2)**2))
    disc = 2*np.pi*r1**2*r2**2/(r1**2+r2**2+gap2+root)
    ring_plane = disc[1:, :]-disc[:-1, :]
    area = np.zeros(n+1)
    area[:n] = np.pi*(r[1:]+r[:-1])*np.hypot(np.diff(z), np.diff(r))
    area[n] = np.pi*r[-1]**2
    exchange = np.zeros((n+1, n+1))
    exchange[:n, :n] = ring_plane[:, :-1]-ring_plane[:, 1:]
    exchange[np.arange(n), np.arange(n)] += area[:n]
    exchange[:n, n] = ring_plane[:, n]
    exchange[n, :n] = ring_plane[:, n]
    from_mouth = np.append(-ring_plane[:, 0], disc[0, n])
    # rounding of areas of some 1e4 nm2 is far below this margin
    assert exchange.min() > -1e-9, "negative exchange area"
    return area, exchange, from_mouth


def ballistic_exposure(geometry, s0, coverage=0.95):
    """Exposure for given bottom coverage, from time-integrated balance."""
    area, exchange, from_mouth = geometry
    factors = eliminate(np.diag(area)-exchange)
    open_response = substitute(factors, from_mouth)
    assert np.max(np.abs(open_response-1)) < 1e-6, "flux not uniform"
    needed = -np.log(1-coverage)/s0
    theta = np.ones(len(area))
    old = 0.0
    for _ in range(200):
        loss = substitute(factors, np.sum(exchange*theta, axis=1))
        exposure = (needed+loss[-1])/open_response[-1]
        arrivals = exposure*open_response-loss
        if abs(exposure-old) < 1e-8*exposure:
            assert arrivals.min() > 0, "negative arrivals"
            return exposure
        old = exposure
        target = 1-np.exp(-s0*np.maximum(arrivals, 0.0))
        theta = 0.5*(theta+target)
    raise AssertionError("coverage iteration did not converge")


def stepped_exposure(geometry, s0, coverage=0.95):
    """Same quantity by following the coverage in time (midpoint rule)."""
    area, exchange, from_mouth = geometry
    needed = -np.log(1-coverage)/s0
    arrivals = np.zeros(len(area))
    exposure = 0.0

    def wall_flux(phi):
        sticking = s0*np.exp(-s0*phi)
        matrix = np.diag(area)-exchange*(1-sticking)[None, :]
        return substitute(eliminate(matrix), from_mouth), sticking

    for _ in range(3000):
        flux, sticking = wall_flux(arrivals)
        step = 0.03/np.max(sticking*flux)
        middle, _unused = wall_flux(arrivals+0.5*step*flux)
        new = arrivals+step*middle
        if new[-1] >= needed:
            part = (needed-arrivals[-1])/(new[-1]-arrivals[-1])
            return exposure+part*step
        arrivals = new
        exposure += step
    raise AssertionError("time stepping did not reach the end coverage")


# Example: round, rough values for an etched vertical-memory hole
narrow, wide, depth = 50.0, 100.0, 5000.0
mass_u, temperature, sites_nm2 = 100.0, 500.0, 4.0
pressure_torr, s0_real, collision_nm, liner = 0.1, 0.01, 0.6, 5.0

N_narrow = cone_exposure(narrow, wide, depth)
N_wide = cone_exposure(wide, narrow, depth)
ratio = N_narrow/N_wide

# Closed form against the front balance, to full and to half depth
half = {}
for mouth, end, value in ((narrow, wide, N_narrow), (wide, narrow, N_wide)):
    assert abs(front_exposure(mouth, end, depth, depth)/value-1) < 1e-6
    middle = (mouth+end)/2
    half_value = cone_exposure(mouth, middle, depth/2)
    direct = front_exposure(mouth, end, depth, depth/2)
    assert abs(direct/half_value-1) < 1e-6
    half[mouth] = half_value/value

# Cylinder limit, and the fixed sum of the two orientations
N_cylinder = 1.5*(depth/75.0)**2
assert abs(cone_exposure(75.0, 75.01, depth)/N_cylinder-1) < 1e-3
total_resistance = resistance(narrow, wide, depth, depth)
wall_area = quad(lambda z: np.pi*(narrow+(wide-narrow)*z/depth),
                 0, depth)[0]
assert abs(total_resistance*wall_area/(N_narrow+N_wide)-1) < 1e-6

# Ballistic transport must approach the formula as the hole gets longer
lengths = (2500.0, 5000.0, 10000.0)
deviations, ballistic_ratios = [], []
real_sticking = {}
unit_sticking = {}
for length in lengths:
    results = []
    row = []
    for mouth, end in ((narrow, wide), (wide, narrow)):
        geometry = ballistic_geometry(mouth, end, length)
        value = ballistic_exposure(geometry, 1.0)
        results.append(value)
        row.append(value/cone_exposure(mouth, end, length)-1)
        if length == depth:
            unit_sticking[mouth] = value
            real_sticking[mouth] = ballistic_exposure(geometry, s0_real)
    deviations.append(row)
    ballistic_ratios.append(results[0]/results[1])
deviations = np.array(deviations)
assert np.all(np.diff(np.abs(deviations), axis=0) < 0)
# end effects of order diameter/length remain at finite length
assert np.all(np.abs(deviations[-1]) < 0.06)
# two lengths combined remove the 1/length part; a logarithmic part and
# the finite ring width leave errors of the order of one percent
long_limit = 2*deviations[-1]-deviations[-2]
assert np.all(np.abs(long_limit) < 0.02)
limit_ratio = ratio*(1+long_limit[0])/(1+long_limit[1])
assert abs(limit_ratio/ratio-1) < 0.02
ratio_real = real_sticking[narrow]/real_sticking[wide]
assert abs(ratio_real/ratio-1) < 0.10

# Time-integrated balance against direct time stepping, short hole
short_geometry = ballistic_geometry(narrow, wide, 1000.0)
short_static = ballistic_exposure(short_geometry, 0.1)
short_stepped = stepped_exposure(short_geometry, 0.1)
assert abs(short_stepped/short_static-1) < 0.01

# Engineering units
torr = const.torr
thermal = const.k*temperature
mass = mass_u*const.atomic_mass
site_exposure = (sites_nm2*1e18*np.sqrt(2*np.pi*mass*thermal))/torr
dose_narrow, dose_wide = N_narrow*site_exposure, N_wide*site_exposure

# Neglected effects
liner_narrow = cone_exposure(narrow-2*liner, wide-2*liner, depth)
liner_wide = cone_exposure(wide-2*liner, narrow-2*liner, depth)
density = pressure_torr*torr/thermal
free_path_nm = 1e9/(np.sqrt(2)*np.pi*(collision_nm*1e-9)**2*density)
volume = np.pi*depth*(narrow**2+narrow*wide+wide**2)/12
stored = density*1e-27*volume/(sites_nm2*wall_area)
assert free_path_nm > 10*wide and stored < 0.01

print(f"Diameters of the two ends: {narrow:.0f} and {wide:.0f} nm")
print(f"Depth: {depth:.0f} nm")
print(f"Precursor mass: {mass_u:.0f} u; temperature: {temperature:.0f} K")
print(f"Site density: {sites_nm2:.1f} per nm2")
print(f"Reservoir pressure: {pressure_torr:.2f} Torr")
print(f"Wall area: {wall_area:.4e} nm2")
print(f"Total resistance rho(L): {total_resistance:.5f} per nm2")
print(f"Area times resistance: {wall_area*total_resistance:.0f}")
print(f"Arrivals per site, narrow mouth: {N_narrow:.0f}")
print(f"Arrivals per site, wide mouth: {N_wide:.0f}")
print(f"Arrivals per site, 75 nm cylinder: {N_cylinder:.0f}")
print(f"Ratio narrow mouth / wide mouth: {ratio:.3f}")
print(f"Share of exposure at half depth, narrow mouth: {half[narrow]:.3f}")
print(f"Share of exposure at half depth, wide mouth: {half[wide]:.3f}")
print(f"Exposure for one arrival per site: {site_exposure:.3e} Torr s")
print(f"Exposure, narrow mouth: {dose_narrow:.4f} Torr s")
print(f"Exposure, wide mouth: {dose_wide:.4f} Torr s")
print(f"Dose time, narrow mouth: {dose_narrow/pressure_torr:.3f} s")
print(f"Dose time, wide mouth: {dose_wide/pressure_torr:.3f} s")
print("Ballistic, sticking 1, 95% coverage at the bottom:")
for length, row, value in zip(lengths, deviations, ballistic_ratios):
    print(f" depth {length:.0f} nm: excess over formula, narrow mouth "
          f"{100*row[0]:.2f} %, wide mouth {100*row[1]:.2f} %, "
          f"ratio {value:.3f}")
print(f"Excess with 1/depth part removed: narrow mouth "
      f"{100*long_limit[0]:.2f} %, wide mouth {100*long_limit[1]:.2f} %")
print(f"Ratio with 1/depth part removed: {limit_ratio:.3f}")
print(f"Arrivals per site, ballistic, sticking 1, narrow mouth: "
      f"{unit_sticking[narrow]:.0f}")
print(f"Arrivals per site, ballistic, sticking 1, wide mouth: "
      f"{unit_sticking[wide]:.0f}")
print(f"Bare-wall sticking of the example: {s0_real:.2f}")
print(f"Upper estimate of added arrivals ln(20)/s0: "
      f"{np.log(20)/s0_real:.0f}")
print(f"Arrivals per site, ballistic, that sticking, narrow mouth: "
      f"{real_sticking[narrow]:.0f}")
print(f"Arrivals per site, ballistic, that sticking, wide mouth: "
      f"{real_sticking[wide]:.0f}")
print(f"Ratio, ballistic, that sticking: {ratio_real:.3f}")
print(f"Short hole (1000 nm, narrow mouth, sticking 0.1), static: "
      f"{short_static:.1f} arrivals per site")
print(f"Short hole, time stepping: {short_stepped:.1f} arrivals per site")
print(f"Liner thickness: {liner:.0f} nm")
print(f"With liner, exposure factor, narrow mouth: "
      f"{liner_narrow/N_narrow:.3f}")
print(f"With liner, exposure factor, wide mouth: {liner_wide/N_wide:.3f}")
print(f"With liner, ratio: {liner_narrow/liner_wide:.3f}")
print(f"Collision diameter: {collision_nm:.1f} nm")
print(f"Mean free path: {free_path_nm:.2e} nm")
print(f"Gas stored in hole / gas adsorbed: {stored:.1e}")
print("OK")
```

Running it gives:

```
Diameters of the two ends: 50 and 100 nm
Depth: 5000 nm
Precursor mass: 100 u; temperature: 500 K
Site density: 4.0 per nm2
Reservoir pressure: 0.10 Torr
Wall area: 1.1781e+06 nm2
Total resistance rho(L): 0.01432 per nm2
Area times resistance: 16875
Arrivals per site, narrow mouth: 12103
Arrivals per site, wide mouth: 4772
Arrivals per site, 75 nm cylinder: 6667
Ratio narrow mouth / wide mouth: 2.536
Share of exposure at half depth, narrow mouth: 0.272
Share of exposure at half depth, wide mouth: 0.217
Exposure for one arrival per site: 2.546e-06 Torr s
Exposure, narrow mouth: 0.0308 Torr s
Exposure, wide mouth: 0.0122 Torr s
Dose time, narrow mouth: 0.308 s
Dose time, wide mouth: 0.122 s
Ballistic, sticking 1, 95% coverage at the bottom:
 depth 2500 nm: excess over formula, narrow mouth 8.27 %, wide mouth 5.47 %, ratio 2.603
 depth 5000 nm: excess over formula, narrow mouth 3.38 %, wide mouth 2.15 %, ratio 2.567
 depth 10000 nm: excess over formula, narrow mouth 0.74 %, wide mouth 0.35 %, ratio 2.546
Excess with 1/depth part removed: narrow mouth -1.91 %, wide mouth -1.45 %
Ratio with 1/depth part removed: 2.524
Arrivals per site, ballistic, sticking 1, narrow mouth: 12512
Arrivals per site, ballistic, sticking 1, wide mouth: 4875
Bare-wall sticking of the example: 0.01
Upper estimate of added arrivals ln(20)/s0: 300
Arrivals per site, ballistic, that sticking, narrow mouth: 12903
Arrivals per site, ballistic, that sticking, wide mouth: 5191
Ratio, ballistic, that sticking: 2.486
Short hole (1000 nm, narrow mouth, sticking 0.1), static: 624.6 arrivals per site
Short hole, time stepping: 625.1 arrivals per site
Liner thickness: 5 nm
With liner, exposure factor, narrow mouth: 1.512
With liner, exposure factor, wide mouth: 1.288
With liner, ratio: 2.979
Collision diameter: 0.6 nm
Mean free path: 3.24e+05 nm
Gas stored in hole / gas adsorbed: 9.4e-06
OK
```
